# The repulsive core and form factor of Zunger-Cohen pseudopotentials: verification in Python

```python
"""
Result under test (Hartree atomic units):
a nodeless pseudo-orbital u(r) = r R(r) ~ r^(l+1+eta), eta > 0, belongs to a
potential V ~ C/r^2 with C = eta (2l+1+eta)/2, and its form factor
V(q) = 4 pi int r^2 V(r) sin(qr)/(qr) dr tends to 2 pi^2 C / q.
A Zunger-Cohen mixture of core and valence orbitals has eta = 2, C = 2l+3.
Model: one electron in -Z/r; core state n = l+1, valence state n = l+2.
l: angular momentum, q: wave number, rc: matching radius, s = l+1+eta.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn

Z = 4.0
PI = np.pi
GL_X, GL_W = np.polynomial.legendre.leggauss(10)


def quadrature(a, b, panels):
    """Composite Gauss-Legendre nodes and weights on [a, b]."""
    edges = np.linspace(a, b, panels + 1)
    half = 0.5 * (edges[1:] - edges[:-1])
    mid = 0.5 * (edges[1:] + edges[:-1])
    nodes = (mid[:, None] + half[:, None] * GL_X).ravel()
    return nodes, (half[:, None] * GL_W).ravel()


def core_strength(l, eta):
    return 0.5 * eta * (2 * l + 1 + eta)


# --- Series at a point nucleus, solved from the radial equation itself ------
r, l_s, z_s, v0, v1, e_s, b1, b2 = sp.symbols("r l Z v0 v1 e b1 b2")
series = 1 + b1 * r + b2 * r**2
equation = sp.expand(
    -r * sp.diff(series, r, 2) / 2 - (l_s + 1) * sp.diff(series, r)
    + (-z_s + (v0 - e_s) * r + v1 * r**2) * series)
b1_sol = sp.solve(equation.coeff(r, 0), b1)[0]
b2_sol = sp.solve(equation.coeff(r, 1).subs(b1, b1_sol), b2)[0]
assert sp.simplify(b1_sol + z_s / (l_s + 1)) == 0
assert sp.simplify(sp.diff(b2_sol, e_s) + 1 / (2 * l_s + 3)) == 0


# --- Zunger-Cohen mixtures inverted numerically at high precision -----------
mp.mp.dps = 50


def mixture(l, radius):
    """Core minus valence orbital, leading terms cancelled."""
    zz = mp.mpf(Z)
    core = mp.exp(-zz * radius / (l + 1))
    valence = ((1 - zz * radius / ((l + 1) * (l + 2)))
               * mp.exp(-zz * radius / (l + 2)))
    return radius**(l + 1) * (core - valence)


def inverted_potential(l, radius):
    energy = -mp.mpf(Z)**2 / (2 * (l + 2)**2)
    second = mp.diff(lambda y: mixture(l, y), radius, 2)
    return (energy - mp.mpf(l * (l + 1)) / (2 * radius**2)
            + second / (2 * mixture(l, radius)))


small = mp.mpf("1e-6")
measured_c, measured_d = [], []
for l in (0, 1, 2):
    g_small = small**2 * inverted_potential(l, small)
    slope = (g_small - (2 * l + 3)) / small
    d_formula = -Z * (l + 3) * (3 * l + 4) / (3 * (l + 1) * (l + 2))
    assert abs(g_small - core_strength(l, 2)) < 1e-4
    assert abs(slope - d_formula) < 1e-3
    measured_c.append(float(g_small))
    measured_d.append(float(slope))


def zc_repulsion(radius):
    """Closed-form s potential of the mixture, without its -Z/r part."""
    x = 0.5 * Z * radius
    return 3 * Z**2 / 8 * np.exp(-x) / (x + np.expm1(-x))


for radius in (0.2, 0.7, 1.5, 3.0):
    direct = float(inverted_potential(0, mp.mpf(radius)))
    assert abs(direct - (zc_repulsion(radius) - Z / radius)) < 1e-8

zc_r, zc_w = quadrature(0.0, 16.0, 8000)
zc_weighted = zc_w * zc_r * zc_repulsion(zc_r)


def zc_form_factor(q):
    return (4 * PI / q * np.dot(zc_weighted, np.sin(q * zc_r))
            - 4 * PI * Z / q**2)


for q in (100.0, 400.0):
    two_terms = 6 * PI**2 / q - 8 * PI * Z / q**2
    assert abs(zc_form_factor(q) / two_terms - 1) < 1e-4


# --- Norm-conserving orbitals with a chosen power at the origin -------------
class NormConserving:
    """u = r^s exp(p), p cubic in t = r^2 - rc^2, inside rc."""

    def __init__(self, l, eta, rc):
        self.l, self.s, self.rc = l, l + 1 + eta, rc
        n = l + 2
        k = Z / ((l + 1) * n)
        self.energy = -Z**2 / (2 * n**2)

        def raw(y):
            return y**(l + 1) * (k * y - 1) * np.exp(-Z * y / n)

        y, w = quadrature(0.0, 30.0, 600)
        scale = 1 / np.sqrt(np.dot(w, raw(y)**2))
        self.r_in, self.w_in = quadrature(0.0, rc, 200)
        self.true_inside = np.dot(self.w_in, (scale * raw(self.r_in))**2)
        log_slope = (l + 1) / rc + k / (k * rc - 1) - Z / n
        curvature = l * (l + 1) / rc**2 - 2 * Z / rc - 2 * self.energy
        p1 = log_slope - self.s / rc
        p2 = curvature - log_slope**2 + self.s / rc**2
        self.a = np.log(scale * raw(rc)) - self.s * np.log(rc)
        self.b = p1 / (2 * rc)
        self.c = (p2 - 2 * self.b) / (8 * rc**2)

        def norm_error(d_scaled):
            self.d = d_scaled / rc**6
            inside = np.dot(self.w_in, self.orbital(self.r_in)**2)
            return np.log(inside / self.true_inside)

        root = brentq(norm_error, -30.0, 30.0, xtol=1e-13)
        assert abs(norm_error(root)) < 1e-9

    def orbital(self, y):
        t = y**2 - self.rc**2
        p = self.a + self.b * t + self.c * t**2 + self.d * t**3
        return y**self.s * np.exp(p)

    def inside_potential(self, y):
        t = y**2 - self.rc**2
        d1 = self.b + 2 * self.c * t + 3 * self.d * t**2
        d2 = 2 * self.c + 6 * self.d * t
        ratio = (self.s * (self.s - 1) / y**2 + (4 * self.s + 2) * d1
                 + 4 * y**2 * (d2 + d1**2))
        return (self.energy - self.l * (self.l + 1) / (2 * y**2)
                + 0.5 * ratio)

    def potential(self, y):
        return np.where(y < self.rc, self.inside_potential(y), -Z / y)

    def form_factor(self, q):
        panels = int(q * self.rc / 2) + 200
        y, w = quadrature(0.0, self.rc, panels)
        inner = np.dot(w, y * self.inside_potential(y) * np.sin(q * y))
        return 4 * PI / q * (inner - Z * np.cos(q * self.rc) / q)


RC_S, RC_P = 1.5, 3.5
coefficient_rows = []
for l, eta in ((0, 0.5), (0, 1.0), (0, 2.0), (1, 1.0), (1, 2.0)):
    pseudo = NormConserving(l, eta, RC_S if l == 0 else RC_P)
    y, h = 1e-3, 1e-6
    second = (pseudo.orbital(y + h) - 2 * pseudo.orbital(y)
              + pseudo.orbital(y - h)) / h**2
    from_orbital = (y**2 * (pseudo.energy + second / (2 * pseudo.orbital(y)))
                    - l * (l + 1) / 2)
    assert abs(from_orbital - core_strength(l, eta)) < 1e-3
    limit = 2 * PI**2 * core_strength(l, eta)
    found = 400.0 * pseudo.form_factor(400.0)
    assert abs(found / limit - 1) < 5e-3
    coefficient_rows.append((l, eta, core_strength(l, eta), limit, found))

hard = NormConserving(0, 2.0, RC_S)
soft = NormConserving(0, 0.0, RC_S)
hard_p = NormConserving(1, 2.0, RC_P)

# With eta = 0 only the slope jump at rc is left at large q.
step = 1e-5
inner_slope = (soft.inside_potential(RC_S + step)
               - soft.inside_potential(RC_S - step)) / (2 * step)
slope_jump = inner_slope - Z / RC_S**2
amplitude = 4 * PI * RC_S * slope_jump
for q in np.linspace(2000.0, 2400.0, 21):
    rest = q**3 * soft.form_factor(q) - amplitude * np.sin(q * RC_S)
    assert abs(rest) < 0.05 * abs(amplitude)

# Diagonal plane-wave element of the short-range semilocal operator.
semilocal_ratios = []
wave = 2000.0
for pseudo in (hard, hard_p):
    l = pseudo.l
    y, w = quadrature(0.0, pseudo.rc, int(wave * pseudo.rc))
    radial = np.dot(w, y**2 * spherical_jn(l, wave * y)**2
                    * (pseudo.inside_potential(y) + Z / y))
    element = 4 * PI * (2 * l + 1) * radial
    ratio = element * wave / (2 * PI**2 * core_strength(l, 2))
    assert abs(ratio - 1) < 0.02
    semilocal_ratios.append(ratio)


# --- The potentials must give back the valence energy as lowest level -------
def lowest_level(potential, l):
    h = 0.002
    y = h * np.arange(1, 8001)
    diagonal = 1 / h**2 + l * (l + 1) / (2 * y**2) + potential(y)
    off = np.full(len(y) - 1, -0.5 / h**2)
    return eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0),
                            eigvals_only=True)[0]


level_zc = lowest_level(lambda y: zc_repulsion(y) - Z / y, 0)
level_hard = lowest_level(hard.potential, 0)
level_p = lowest_level(hard_p.potential, 1)
assert abs(level_zc - hard.energy) < 1e-3
assert abs(level_hard - hard.energy) < 1e-3
assert abs(level_p - hard_p.energy) < 1e-3

# --- Charge of the normalized Zunger-Cohen orbital outside rc ---------------
core_slope, valence_slope = 2 * Z**1.5, Z**1.5 / np.sqrt(2)
c_core = valence_slope / np.hypot(core_slope, valence_slope)
c_valence = -core_slope / np.hypot(core_slope, valence_slope)


def u_core(y):
    return core_slope * y * np.exp(-Z * y)


def u_valence(y):
    return valence_slope * y * (1 - Z * y / 2) * np.exp(-Z * y / 2)


def u_zc(y):
    return c_core * u_core(y) + c_valence * u_valence(y)


y, w = quadrature(0.0, 30.0, 600)
assert abs(np.dot(w, u_zc(y)**2) - 1) < 1e-10
y, w = quadrature(RC_S, 30.0, 600)
outside_true = np.dot(w, u_valence(y)**2)
outside_zc = np.dot(w, u_zc(y)**2)
assert abs(outside_true + hard.true_inside - 1) < 1e-9
assert outside_zc < 0.95 * outside_true

# --- Output -----------------------------------------------------------------
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
to_ev_a2 = hartree_ev * bohr_angstrom**2
print(f"nuclear charge Z = {Z:.0f}")
print(f"2s energy = {hard.energy:.4f} hartree")
print(f"2s node radius = {2 / Z:.3f} bohr")
print(f"matching radius rc: s {RC_S:.1f}, p {RC_P:.1f} bohr")
print("Zunger-Cohen, from numerical inversion at r = 1e-6 bohr:")
for l in (0, 1, 2):
    print(f" l={l}: r^2 V = {measured_c[l]:.5f} hartree bohr^2,"
          f" 1/r coefficient = {measured_d[l]:.4f} hartree bohr")
c_s = core_strength(0, 2)
print(f"s core strength C = {c_s:.4f} hartree bohr^2"
      f" = {c_s * to_ev_a2:.3f} eV angstrom^2")
print(f"s limit of q V(q) = {2 * PI**2 * c_s:.4f} hartree bohr^2"
      f" = {2 * PI**2 * c_s * to_ev_a2:.2f} eV angstrom^2")
print(f"mixing: core {c_core:.5f}, valence {c_valence:.5f}")
print(f"valence weight = {c_valence**2:.5f}")
print(f"charge beyond rc: true 2s {outside_true:.5f},"
      f" Zunger-Cohen {outside_zc:.5f} electrons")
print(f"charge inside rc: true 2s {hard.true_inside:.5f} electrons")
print("lowest levels found by diagonalization (hartree):")
print(f" Zunger-Cohen s {level_zc:.6f}")
print(f" norm-conserving eta=2 s {level_hard:.6f}")
print(f" norm-conserving eta=2 p {level_p:.6f},"
      f" true 3p {hard_p.energy:.6f}")
print("norm-conserving: l, eta, C, limit of qV, qV at q=400/bohr")
print(" (last three in hartree bohr^2)")
for l, eta, c_value, limit, found in coefficient_rows:
    print(f" {l} {eta:.1f} {c_value:.4f} {limit:.4f} {found:.4f}")
print("form factors in hartree bohr^3, q in 1/bohr:")
print(" q, Zunger-Cohen, two-term law, NC eta=2, NC eta=0, bare")
for q in (10.0, 30.0, 100.0, 300.0, 1000.0):
    law = 6 * PI**2 / q - 8 * PI * Z / q**2
    print(f" {q:.0f} {zc_form_factor(q):.5e} {law:.5e}"
          f" {hard.form_factor(q):.5e} {soft.form_factor(q):.3e}"
          f" {-4 * PI * Z / q**2:.5e}")
print(f"eta=0 slope jump at rc = {slope_jump:.4f} hartree/bohr")
print(f"eta=0 amplitude of q^3 V(q) = {abs(amplitude):.3f} hartree")
print(f"semilocal element / (2 pi^2 C/K) at K={wave:.0f}/bohr:"
      f" s {semilocal_ratios[0]:.5f}, p {semilocal_ratios[1]:.5f}")
print("success")
```

Output:

```
nuclear charge Z = 4
2s energy = -2.0000 hartree
2s node radius = 0.500 bohr
matching radius rc: s 1.5, p 3.5 bohr
Zunger-Cohen, from numerical inversion at r = 1e-6 bohr:
 l=0: r^2 V = 2.99999 hartree bohr^2, 1/r coefficient = -8.0000 hartree bohr
 l=1: r^2 V = 4.99999 hartree bohr^2, 1/r coefficient = -6.2222 hartree bohr
 l=2: r^2 V = 6.99999 hartree bohr^2, 1/r coefficient = -5.5556 hartree bohr
s core strength C = 3.0000 hartree bohr^2 = 22.860 eV angstrom^2
s limit of q V(q) = 59.2176 hartree bohr^2 = 451.24 eV angstrom^2
mixing: core 0.33333, valence -0.94281
valence weight = 0.88889
charge beyond rc: true 2s 0.46353, Zunger-Cohen 0.41998 electrons
charge inside rc: true 2s 0.53647 electrons
lowest levels found by diagonalization (hartree):
 Zunger-Cohen s -2.000001
 norm-conserving eta=2 s -2.000001
 norm-conserving eta=2 p -0.888889, true 3p -0.888889
norm-conserving: l, eta, C, limit of qV, qV at q=400/bohr
 (last three in hartree bohr^2)
 0 0.5 0.3750 7.4022 7.4022
 0 1.0 1.0000 19.7392 19.7392
 0 2.0 3.0000 59.2176 59.2176
 1 1.0 2.0000 39.4784 39.4784
 1 2.0 5.0000 98.6960 98.6961
form factors in hartree bohr^3, q in 1/bohr:
 q, Zunger-Cohen, two-term law, NC eta=2, NC eta=0, bare
 10 4.91825e+00 4.91645e+00 5.92030e+00 -1.303e-03 -5.02655e-01
 30 1.86224e+00 1.86222e+00 1.97311e+00 1.741e-03 -5.58505e-02
 100 5.82123e-01 5.82123e-01 5.92192e-01 -3.147e-05 -5.02655e-03
 300 1.96275e-01 1.96275e-01 1.97393e-01 -1.241e-06 -5.58505e-04
 1000 5.91171e-02 5.91171e-02 5.92176e-02 -4.747e-08 -5.02655e-05
eta=0 slope jump at rc = 2.5313 hartree/bohr
eta=0 amplitude of q^3 V(q) = 47.715 hartree
semilocal element / (2 pi^2 C/K) at K=2000/bohr: s 1.00118, p 1.00234
success
```
